# Why Local Exchange Can Destabilize a Gated Two-Dimensional Electron Gas

A sheet of electrons lies parallel to a metal gate. If the electrons bunch into a ripple, they repel one another, and the repulsion normally restores the uniform density. But each electron also induces a charge of opposite sign on the gate. From far away, an electron and its image form a dipole, so the gate weakens the long-range repulsion that protected the uniform state. Exchange meanwhile favours the ripple, because the denser regions gain more exchange energy than the thinned regions lose; in a dilute gas this gain can exceed the kinetic cost. In a self-consistent calculation with a nearby gate, a minute ripple can therefore grow into a stripe.

The uniform density does not cease to be a solution: a uniform density produces a uniform potential, which returns a uniform density. What can be lost is its stability. The condition \(r_s>2.22\) is necessary for the long-wavelength instability but not sufficient, because the Hartree energy left by the gate must also be overcome. The result further depends on using the exchange functional of the ungated gas.

## The model

I use Hartree atomic units, with lengths in \(a_0\). The gas is strictly two-dimensional, at zero temperature, with areal density \(n\). An ideal metal gate lies at distance \(d\) on one side, in a uniform dielectric. Fixed positive charge neutralizes the mean density where needed. Correlation is omitted, and both spins are first kept equally occupied. Then
\[
n=\frac{1}{\pi r_s^2}=\frac{k_F^2}{2\pi},\qquad k_F=\frac{\sqrt2}{r_s}.
\]

For a ripple \(\delta n=a\cos qx\), the terms linear in \(a\) vanish because the electron number is fixed. The second-order energy per area is
\[
\frac{\Delta E}{A}=\frac{a^2}{4}K(q),\qquad
K(q)=\frac1{\chi_0(q)}+v(q)+f_x .
\]
The factor \(1/4\) is the Taylor factor \(1/2\) times the mean of \(\cos^2 qx\). The three terms are kinetic, Hartree and exchange stiffness. A negative sum means that the ripple lowers the energy.

## Contribution 1: kinetic energy resists

Let \(\chi_0>0\) be defined by \(\delta n=-\chi_0\,\delta V\) for independent electrons. In a weak potential, the density minimizes kinetic plus potential energy. The kinetic stiffness times \(\delta n\) must therefore equal \(-\delta V\), which makes that stiffness \(1/\chi_0\).

Perturbation theory, with a factor 2 for spin, gives
\[
\chi_0(q)=2\int\!\frac{d^2k}{(2\pi)^2}\,
\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}
{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}} .
\]
Substituting \(\mathbf k\to-\mathbf k-\mathbf q\) in the second term turns it into a copy of the first. With \(\varepsilon_{\mathbf k}=k^2/2\),
\[
\chi_0(q)=4\,\mathrm P\!\!\int_{k<k_F}\!\frac{d^2k}{(2\pi)^2}\,
\frac{1}{q^2/2+kq\cos\varphi}.
\]
For the angular integral, set \(a=q^2/2\), \(b=kq\) and \(t=\tan(\varphi/2)\):
\[
\mathrm P\!\!\int_0^{2\pi}\!\frac{d\varphi}{a+b\cos\varphi}
=\mathrm P\!\!\int_{-\infty}^{\infty}\!\frac{2\,dt}{(a+b)+(a-b)t^2}.
\]
For \(a>b\) this is \(2\pi/\sqrt{a^2-b^2}\). For \(a<b\) it is proportional to \(\mathrm P\!\int dt/(c^2-t^2)\), whose antiderivative \(\ln|(c+t)/(c-t)|/(2c)\) vanishes at both ends, so the principal value is zero. Only \(k<q/2\) contributes:
\[
\chi_0=\frac{2}{\pi q}\int_0^{\min(k_F,q/2)}\!\!\frac{k\,dk}{\sqrt{q^2/4-k^2}}
=\begin{cases}
\dfrac1\pi, & q\le2k_F,\\[2mm]
\dfrac1\pi\left(1-\sqrt{1-4k_F^2/q^2}\right), & q>2k_F.
\end{cases}
\]
The kinetic stiffness is thus \(\pi\) up to \(2k_F\) and larger beyond it. Its long-wave value agrees with the Fermi energy \(k_F^2/2=\pi n\), whose density derivative is \(\pi\).

## Contribution 2: the gate limits the Hartree cost

For a unit-amplitude charge wave at \(z=0\), the potential obeys
\[
\phi''-q^2\phi=-4\pi\delta(z),\qquad \phi(d)=0 .
\]
Take \(\phi=Ae^{qz}\) below the sheet and \(\phi=B\sinh q(d-z)\) between sheet and gate. Continuity gives \(A=B\sinh qd\). The slope must jump by \(-4\pi\):
\[
-qB\cosh qd-qB\sinh qd=-4\pi
\quad\Rightarrow\quad B=\frac{4\pi}{q}e^{-qd}.
\]
The kernel is the potential in the sheet:
\[
v(q)=A=\frac{4\pi}{q}e^{-qd}\sinh qd
=\frac{2\pi}{q}\left(1-e^{-2qd}\right)
\;\xrightarrow{\,q\to0\,}\;4\pi d .
\]
This limit is the stiffness of a parallel-plate capacitor. Without the gate, \(v=2\pi/q\) diverges, and a sufficiently long ripple is prohibitively expensive. The gate makes the cost finite; it does not make it negative.

An electron is also attracted to its own image. In a strictly two-dimensional sheet this adds a constant energy per electron, hence a term linear in \(n\), which has no second derivative.

## Contribution 3: local exchange favours bunching

The exchange energy of the ungated gas is a sum over pairs of equal spin. The pair factor \(1/2\) cancels the two spin species:
\[
\frac{E_x}{A}=-\int\!\frac{d^2q}{(2\pi)^4}\,\frac{2\pi}{q}\,\Omega(q).
\]
Here \(\Omega(q)\) is the overlap area of two Fermi disks displaced by \(q\). With \(q=2k_F\cos t\), it is \(\Omega=k_F^2(2t-\sin2t)\). Since \(d^2q=2\pi q\,dq\),
\[
\frac{E_x}{A}=-\frac1{4\pi^2}\int_0^{2k_F}\!\Omega\,dq
=-\frac{k_F^3}{2\pi^2}\int_0^{\pi/2}(2t-\sin2t)\sin t\,dt .
\]
The integral equals \(2\cdot1-2/3=4/3\), so \(E_x/A=-2k_F^3/(3\pi^2)\). From \(n=k_F^2/2\pi\) follows \(dk_F/dn=\pi/k_F\), and
\[
\mu_x=-\frac{2k_F^2}{\pi^2}\frac{\pi}{k_F}=-\frac{2k_F}{\pi},
\qquad
f_x=\frac{d\mu_x}{dn}=-\frac2{k_F}=-\sqrt2\,r_s .
\]
The local-density approximation applies this \(f_x\) at every \(q\). With \(\mu\) defined to exclude the Hartree term,
\[
\frac{d\mu}{dn}=\pi-\sqrt2\,r_s ,
\]
which is negative for \(r_s>\pi/\sqrt2\approx2.22\). Diluting the gas strengthens exchange relative to the fixed kinetic term.

## Weighing the three at long wavelength

The total stiffness with a gate is
\[
K(0)=\pi+4\pi d-\sqrt2\,r_s .
\]
It is negative when
\[
r_s>\frac{\pi}{\sqrt2}(1+4d)
\quad\Longleftrightarrow\quad
d<d_0=\frac14\left(\frac{\sqrt2\,r_s}{\pi}-1\right).
\]
The value 2.22 is the limit \(d\to0\), in which the Hartree cost disappears. At \(d=10\,a_0\) this long-wave threshold has already risen to \(r_s\approx91\), although shorter waves become unstable well before it is reached, the first at \(r_s\approx52\) and \(q\approx3.4k_F\). A negative \(d\mu/dn\) can therefore coexist with a uniform density that is stable against small long ripples: it reduces the total stiffness without reversing its sign.

Take \(r_s=5\) and \(d=0.2\,a_0\), round model parameters not assigned to a material. In \(\mathrm{Ha}\,a_0^2\),
\[
K(0)=3.142+2.513-7.071=-1.416 .
\]
Exchange outweighs kinetic and Hartree energy together. The critical distance is \(d_0=0.313\,a_0\), or 0.0165 nm in vacuum. This is below atomic dimensions, where an ideal gate and a strictly two-dimensional sheet are no longer a realistic description. In a dielectric or with a different effective mass, the lengths scale with the effective Bohr radius.

## What the self-consistency cycle does

An input error \(\delta n_{\rm in}\) changes the potential by \((v+f_x)\delta n_{\rm in}\). The electrons respond with
\[
\delta n_{\rm out}=-\chi_0(v+f_x)\,\delta n_{\rm in}
=(1-\epsilon)\,\delta n_{\rm in},
\qquad
\epsilon(q)=1+\chi_0(q)\left[v(q)-\sqrt2\,r_s\right].
\]
Comparison with \(K\) gives \(\epsilon=\chi_0K\). Since \(\chi_0>0\), the energy and the cycle change character together. Linear mixing with parameter \(\alpha\) produces
\[
\delta n_{\rm new}
=\delta n_{\rm in}+\alpha(\delta n_{\rm out}-\delta n_{\rm in})
=(1-\alpha\epsilon)\,\delta n_{\rm in}.
\]

There are two different ways to fail. If \(\epsilon\) is large and positive, the error overshoots and alternates in sign; this is charge sloshing, and \(\alpha<2/\epsilon\) cures it for that wave. If \(\epsilon<0\), the factor exceeds one for every \(\alpha>0\). A preconditioner that multiplies each wave by a positive \(P(q)\) changes the factor to \(1-\alpha P\epsilon\), still above one. A Newton step corresponds to \(\alpha=1/\epsilon\), which is negative here. To linear order it returns to the uniform state, so convergence of such a method does not establish that the state is a minimum.

Switching the contributions separately at \(r_s=5\) and \(q=0.6k_F\) gives these values from the full self-consistency map, in agreement with the formula:

| Gate | Exchange | \(\epsilon\) |
|---|---|---:|
| \(d=0.2\,a_0\) | local | −0.477 |
| none | local | 10.53 |
| \(d=0.2\,a_0\) | off | 1.77 |

Both ingredients are needed. Without the gate, \(\alpha=0.5\) would give the factor \(1-5.27=-4.27\), violent sloshing, but a mixing parameter below 0.19 makes this wave decay. The gate removes that large positive eigenvalue and exposes the negative exchange contribution.

Against density waves with both spins equally occupied, the ungated case is stable at every \(q\) for \(r_s=5\). Up to \(q=\pi k_F\), the Hartree kernel \(2\pi/q\) is at least \(2/k_F=\sqrt2r_s\), so \(\epsilon\ge1\). Beyond that point \(\pi\chi_0<1-\sqrt{1-4/\pi^2}\approx0.23\), while \(\sqrt2r_s/\pi\approx2.25\). Even if the Hartree repulsion is dropped, \(\epsilon>1-0.23\times2.25>0\). This second estimate depends on \(r_s\) and does not cover arbitrarily dilute gases.

## A second case: finite waves become unstable first

The gated kernel decreases with \(q\), whereas \(\chi_0\) stays constant up to \(2k_F\). Within that range the least stable wave is therefore at \(2k_F\). There
\[
v(2k_F)=\frac{\pi r_s}{\sqrt2}\left(1-e^{-4\sqrt2\,d/r_s}\right).
\]
Setting \(\pi+v(2k_F)-\sqrt2r_s=0\) and dividing by \(\pi r_s/\sqrt2\) gives
\[
1-e^{-4\sqrt2d/r_s}=\frac2\pi-\frac{\sqrt2}{r_s},
\]
and hence
\[
d_1=-\frac{r_s}{4\sqrt2}
\ln\left(1-\frac2\pi+\frac{\sqrt2}{r_s}\right).
\]
For \(r_s=5\), \(d_1=0.386\,a_0\). A scan up to \(q=8k_F\) confirms that the first unstable wave in the example is at \(2k_F\). This does not extend to very dilute gases: at \(r_s=40\) and above, a wave beyond \(2k_F\) becomes unstable first and \(d_1\) underestimates the critical distance (17.4 against 11.0 \(a_0\) at \(r_s=65\)).

Between \(d_0\) and \(d_1\), the long-wave criterion misses the instability. At \(d=0.35\,a_0\), \(\epsilon\) is 0.149 for \(q\to0\) and 0.069 at \(0.6k_F\), but −0.073 at \(1.8k_F\). A small periodic cell that excludes the unstable wavelengths can hide the problem. This window was obtained with local exchange, and whether it survives a \(q\)-dependent exchange kernel was not tested: using a \(q\)-independent \(f_x\) at wavelengths comparable with the electron spacing is not justified by slow density variation.

## From a ripple to a stripe

Linear mixing with \(\alpha=0.5\) was started from a relative ripple of \(10^{-4}\), in a cell of length \(37.0\,a_0\), one wavelength at \(0.6k_F\). At \(d=0.2\,a_0\) the predicted growth per step is
\[
1-0.5(-0.477)=1.239,
\]
equal to the measured factor at this precision. After 220 steps the density has converged to a stripe, with a largest residual of about \(10^{-8}\) of the mean density. The density was allowed to vary along \(x\) only. Its greatest value, reached in two ridges about \(3.2\,a_0\) either side of the middle, is 3.36 times the mean (3.34 when read only at the 64 grid points of the output); the middle holds 2.4 times the mean, and the space between neighbouring stripes is nearly empty.

The energy per electron falls from −0.08404 to −0.09733 Ha. Both values include the capacitor energy \(2\pi dn\) of the mean density, which cancels in the difference. The gain is 0.0133 Ha, or 0.36 eV in vacuum. The stripe is a lower-energy self-consistent state in this cell, but not the global minimum: single stripes in cells two and three times as long reach −0.0987 and −0.0992 Ha, so the width found here is set by the cell. At \(d=0.6\,a_0\), beyond \(d_1\), the same initial ripple disappears.

A simple estimate accounts for the scale of the peak. A wide uniform strip beside empty space chooses the density that minimizes its energy per electron,
\[
e(r)=\frac{1+4d}{2r^2}-\frac{4\sqrt2}{3\pi r}.
\]
The first term contains the kinetic energy \(\pi n/2\) and the capacitor energy \(2\pi dn\); the second is \(E_x/(An)\). Setting \(e'(r)=0\) gives
\[
r=\frac{3\pi}{4\sqrt2}(1+4d)
=\frac34\,r_s^{\rm threshold}.
\]
With the threshold 4.00 at \(d=0.2\,a_0\), this is \(r=3.00\), a density \((5/3)^2\approx2.8\) times the mean. The computed peak is higher and the middle lower. The estimate omits the edges: in cells 1.5 to 3 times as long the peak stays near 3.3 and follows the edge, while the middle lies between 2.6 and 3.1. The estimate also shows that a wide strip beside empty space lies below the uniform gas whenever \(r<r_s\), which at \(r_s=5\) means \(d<0.50\,a_0\). Between \(d_1\) and that distance the uniform state survives small ripples but is only metastable.

## Spin: an assumption that matters

For one spin species, the exchange energy at given \(k_F\) is half the earlier value, and \(n_\sigma=k_F^2/4\pi\). Thus \(dk_F/dn_\sigma=2\pi/k_F\), and the second derivative of kinetic plus exchange energy is
\[
e''(n_\sigma)=2\pi-\frac4{k_F}.
\]
Now vary \(m=n_\uparrow-n_\downarrow\) at fixed total density. Each spin density changes by \(\pm m/2\), so the spin stiffness is
\[
2\cdot\frac14\,e''(n/2)=\pi-\frac2{k_F}=\pi-\sqrt2\,r_s .
\]
No Hartree term appears, because the total charge does not move. In this exchange model the unpolarized gas is therefore unstable to a small spin polarization beyond 2.22, with or without a gate; the fully polarized gas is already lower in energy from \(r_s\approx2.01\). The charge instability derived above belongs to a spin-restricted calculation.

Polarization does not rescue the example. In a fully polarized gas \(k_F=2/r_s\), and the density stiffness becomes
\[
2\pi+4\pi d-2r_s,
\]
which is negative for \(r_s>\pi(1+2d)\). At \(d=0.2\,a_0\) this threshold is 4.40, still below 5.

## What changes when exchange sees the gate

The model has treated the same interaction in two ways: the Hartree term includes image charges, while exchange does not. Suppose both use the gated \(v(q)\). For spin degeneracy \(g\), adding an electron at the Fermi circle gives
\[
\mu_x=-\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\,
v(|k_F\hat{\mathbf e}-\mathbf k|),
\]
where \(\hat{\mathbf e}\) is any unit vector. Scale \(\mathbf k=k_F\mathbf u\) and let \(p=k_F|\hat{\mathbf e}-\mathbf u|\). Differentiation yields
\[
\frac{d\mu_x}{dk_F}
=-\frac{k_F}{4\pi^2}\int_{u<1}d^2u\,[2v(p)+p\,v'(p)] .
\]
Because \(v'\le0\) and \(v\le4\pi d\), the bracket is at most \(8\pi d\). The unit disk has area \(\pi\), so \(d\mu_x/dk_F\ge-2k_Fd\). With \(n=gk_F^2/4\pi\), \(dk_F/dn=2\pi/(gk_F)\), and therefore
\[
\frac{d\mu_x}{dn}\ge-\frac{4\pi d}{g}.
\]
The kinetic stiffness is \(2\pi/g\). Adding the Hartree term gives
\[
K_{\rm screened}(0)\ge\frac{2\pi}{g}
+4\pi d\left(1-\frac1g\right)>0 .
\]
Within this mean-field model, the long-wavelength density instability is absent for \(g=1\) and \(g=2\), at every density and gate distance.

The example shows the size of the change. At \(r_s=5\) and \(d=0.2\,a_0\), the exchange stiffness shrinks from −7.07 to −1.14 \(\mathrm{Ha}\,a_0^2\), and the total changes from −1.42 to +4.51 \(\mathrm{Ha}\,a_0^2\). The long-wavelength instability with bare exchange requires \(4\pi d<2/k_F\). For such a gate the bound limits the screened exchange stiffness of the unpolarized gas to \(2\pi d<1/k_F\) in magnitude, less than half its bare value. A gate close enough to push the Hartree cost below the bare exchange term therefore also weakens the exchange term.

The bound concerns uniform compression. Because exchange acts within each spin, it also gives the unpolarized gas a spin stiffness \(\pi+d\mu_x/dn\ge\pi-2\pi d\), positive for \(d<0.5\,a_0\) and equal to +2.00 \(\mathrm{Ha}\,a_0^2\) in the example. It does not decide spin polarization for more distant gates or finite-\(q\) instabilities with screened exchange, and correlation remains outside the model. A stripe found with an ungated local functional near a gate should therefore first be checked against an exchange treatment that includes the gate; changing the mixer cannot settle whether the stripe is physical. The numerical output below gives the values used here.

## Values computed for the example and the checks

```
r_s where dmu/dn = 0 (exchange only): 2.2214 a0
threshold r_s, d = 0.2 a0: unpolarized 3.999 a0, polarized 4.398 a0
threshold r_s, d = 0.6 a0: unpolarized 7.553 a0, polarized 6.912 a0
threshold r_s, d = 10.0 a0: unpolarized 91.079 a0, polarized 65.973 a0
example r_s = 5.0 a0, n = 0.012732 a0^-2, kF = 0.2828 a0^-1
dmu/dn without Hartree: -3.9295 Ha a0^2
spin stiffness, bare exchange: -3.9295 Ha a0^2
Hartree kernel 4 pi d at d = 0.2 a0: 2.5133 Ha a0^2
total stiffness, bare exchange, d = 0.2 a0: -1.4162 Ha a0^2
exchange part, bare: -7.0711 Ha a0^2
exchange part, gate-screened, d = 0.2 a0: -1.1436 Ha a0^2
total stiffness, gate-screened exchange: 4.5113 Ha a0^2
lowest screened total on test grid (g = 1, 2): 3.4570 Ha a0^2
critical d, long waves: 0.3127 a0 = 0.0165 nm (vacuum)
critical d, any wave: 0.3859 a0 = 0.0204 nm (vacuum)
first unstable q / (2 kF): 1.0000
eps at 2 kF without gate: 2.2847
eps(q) from SCF map and from formula (gate distance in a0):
  gate 0.2, exchange, q = 0.6 kF: -0.4773, -0.4773
  no gate, exchange, q = 0.6 kF: 10.5343, 10.5343
  gate 0.2, no exchange, q = 0.6 kF: 1.7734, 1.7735
  gate 0.35, exchange, q = 0.6 kF: 0.0693, 0.0693
  gate 0.35, exchange, q = 1.8 kF: -0.0731, -0.0731
  gate 0.6, exchange, q = 0.6 kF: 0.9206, 0.9206
  gate 0.2, exchange, q = 2.5 kF: 0.3784, 0.3784
eps(q->0) at d = 0.2, 0.35, 0.6 a0: -0.4508, 0.1492, 1.1492
mixing alpha = 0.5, seed ripple = 1e-04, cell length = 37.024 a0
growth per step, d = 0.2 a0: measured 1.2387, formula 1.2387
d = 0.2 a0: steps 220, final relative residual 9.8e-09
striped density / mean: max 3.3418, min 9.15e-06
energy per electron, uniform: -0.084042 Ha
energy per electron, striped: -0.097334 Ha
energy gain per electron: 0.013292 Ha = 361.7 meV (vacuum)
d = 0.6 a0: steps 21, final density contrast 7.0e-11
```
